\section*{Tunnel ionization of a delta-well trap: testing the weak-field formula}

\section{The problem}

An electron of effective mass $m$ is held by a trap of very short range and pulled towards positive $x$ by a uniform force $F$. With $\hbar=1$ the one-dimensional model is
\begin{equation}
H=-\frac{1}{2m}\frac{d^2}{dx^2}-g\,\delta(x)-Fx,\qquad g>0 .
\end{equation}
Without the force there is one bound state, $\sqrt{\kappa}\,e^{-\kappa|x|}$, with $\kappa=mg$ and energy $-E_0=-\kappa^2/2m$. With the force on, the potential falls without limit on the right, the electron can tunnel out, and the level becomes a resonance
\begin{equation}
E=E_r-\tfrac{i}{2}\Gamma .
\end{equation}
The width $\Gamma$ is an energy; $\Gamma/\hbar$ is the escape rate. For weak force the width is approximated by
\begin{equation}
\Gamma_0=2E_0\exp\left(-\frac{4E_0\kappa}{3F}\right).
\label{eq:weak}
\end{equation}

Find the equation for the complex resonance energy. Then find the smallest force at which $(\Gamma_0-\Gamma)/\Gamma$, the error relative to the true width of this model, reaches ten percent. Evaluate it for $E_0=1.5$ eV and $m=0.2$ electron masses.

\section{A first estimate by scaling}

Measure length in $1/\kappa$ and energy in $\kappa^2/m=2E_0$. With $x=X/\kappa$ we have $\delta(x)=\kappa\,\delta(X)$. Dividing $H$ by $\kappa^2/m$ turns the well strength into $g\kappa m/\kappa^2=1$ and the force into
\begin{equation}
f=\frac{mF}{\kappa^3}=\frac{F}{2E_0\kappa}.
\end{equation}
Writing $x$ again for $X$,
\begin{equation}
H=-\frac12\frac{d^2}{dx^2}-\delta(x)-fx .
\label{eq:H}
\end{equation}
One parameter is left, so the ten-percent condition fixes one number $f_{10}$ for all traps of this kind, and the force itself scales as $E_0\kappa\propto\sqrt m\,E_0^{3/2}$.

The level at $-1/2$ meets the potential $-fx$ at $x=1/(2f)$. Under the barrier the local decay constant is $\sqrt{1-2fx}$, and the density is reduced by $e^{-S}$ with
\begin{equation}
S=2\int_0^{1/(2f)}\sqrt{1-2fx}\,dx=\frac{2}{3f}.
\end{equation}
With an attempt rate of order one this gives $\Gamma_0=e^{-2/(3f)}$, which is Eq.~\eqref{eq:weak} in scaled units. The prefactor is confirmed below.

What is the size of the first correction? By symmetry the level shifts by an amount of order $f^2$. The exponent contains $1/f$, so this small shift changes it by an amount of order $f$. The relative error is therefore $cf$ with $c$ unknown but presumably of order one. Taking $c=1$ gives $f_{10}\approx0.1$.

For the given trap $\kappa=0.2806$ \AA$^{-1}$, so the unit of force is $2E_0\kappa=3.0\times0.2806=0.842$ eV/\AA. The estimate is then $F\approx0.08$ eV/\AA.

\section{The exact resonance condition}

Away from the origin, $H\psi=E\psi$ reads $\psi''=-2(E+fx)\psi$. Define
\begin{equation}
\xi=-(2f)^{1/3}\left(x+\frac{E}{f}\right).
\end{equation}
Since $d^2/dx^2=(2f)^{2/3}d^2/d\xi^2$ and $-2(E+fx)=(2f)^{2/3}\xi$, this is Airy's equation $d^2\psi/d\xi^2=\xi\psi$.

On the left, $x\to-\infty$ means $\xi\to+\infty$, and the decaying solution is $\mathrm{Ai}(\xi)$. On the right $\xi\to-\infty$. With $\eta=\frac23|\xi|^{3/2}$, the standard functions there behave as
\begin{equation}
\mathrm{Ai}\sim\frac{\sin(\eta+\pi/4)}{\sqrt\pi\,|\xi|^{1/4}},\qquad
\mathrm{Bi}\sim\frac{\cos(\eta+\pi/4)}{\sqrt\pi\,|\xi|^{1/4}} .
\end{equation}
Hence $C(\xi)=\mathrm{Bi}(\xi)+i\,\mathrm{Ai}(\xi)$ is proportional to $e^{i(\eta+\pi/4)}$. Its phase grows with $x$, so it is the outgoing wave. These statements are made for real energy and continued analytically to complex $E$.

Let $z=\xi(0)=-2E/(2f)^{2/3}$. A function continuous at the origin is
\begin{equation}
\psi=\begin{cases}\mathrm{Ai}(\xi)\,C(z), & x<0,\\ C(\xi)\,\mathrm{Ai}(z), & x>0.\end{cases}
\end{equation}
Integrating the Schr\"odinger equation over a vanishing interval around the origin gives $\psi'(0^+)-\psi'(0^-)=-2\psi(0)$. Because $d/dx=-(2f)^{1/3}d/d\xi$, the jump is
\begin{equation}
-(2f)^{1/3}\left[\mathrm{Ai}\,C'-\mathrm{Ai}'\,C\right]_z=-\frac{(2f)^{1/3}}{\pi}.
\end{equation}
Here the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ was used; the part $i\,\mathrm{Ai}$ of $C$ drops out. Equating this to $-2\,\mathrm{Ai}(z)C(z)$ gives
\begin{equation}
2\pi\,\mathrm{Ai}(z)\left[\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)\right]=(2f)^{1/3},
\qquad z=-\frac{2E}{(2f)^{2/3}} .
\label{eq:res}
\end{equation}
The trap level is the root that tends to $E=-1/2$ as $f\to0$.

\subsection*{Why the imaginary part is a decay rate}

For $\psi(x)e^{-iEt}$ the density decays as $e^{-\Gamma t}$. The continuity equation becomes $\Gamma|\psi|^2=dj/dx$ with $j=\mathrm{Im}(\psi^*\psi')$. The flux vanishes on the far left, so
\begin{equation}
\Gamma=\frac{j(X)}{\int_{-\infty}^{X}|\psi|^2dx}.
\label{eq:flux}
\end{equation}
The upper limit must stay finite, because the outgoing function of a decaying state is not normalizable. At the ten-percent force found below, which rounds to $f=0.051364$ but is used here unrounded, with $X=15$ and the left tail cut at $x=-18$, quadrature of Eq.~\eqref{eq:flux} gives $2.098157\times10^{-6}$. The root of Eq.~\eqref{eq:res} gives the same digits.

\section{Weak-force expansion}

\subsection*{The Airy functions at large argument}

Set $\zeta=\frac23z^{3/2}$ and $\psi=z^{-1/4}w(\zeta)$. Since $d\zeta/dz=z^{1/2}$,
\begin{align}
\psi'&=z^{1/4}w_\zeta-\tfrac14z^{-5/4}w,\\
\psi''&=z^{3/4}w_{\zeta\zeta}+\tfrac{5}{16}z^{-9/4}w,
\end{align}
the two terms in $w_\zeta$ having cancelled. Setting $\psi''=z\psi=z^{3/4}w$ and using $z^3=9\zeta^2/4$ gives
\begin{equation}
w_{\zeta\zeta}=\left(1-\frac{5}{36\zeta^2}\right)w .
\end{equation}
Insert $w=e^{-\zeta}\sum_n c_n\zeta^{-n}$ with $c_0=1$. The coefficient of $\zeta^{-n-2}$ requires
\begin{equation}
c_{n+1}=-\frac{n(n+1)+5/36}{2(n+1)}\,c_n ,
\end{equation}
so $c_1=-5/72$ and $c_2=385/10368$. The growing solution has the same coefficients with the sign of the odd ones reversed. With the standard normalizations,
\begin{align}
\mathrm{Ai}(z)&\sim\frac{e^{-\zeta}}{2\sqrt\pi\,z^{1/4}}\left(1-\frac{5}{72\zeta}+\frac{385}{10368\zeta^2}-\dots\right),\\
\mathrm{Bi}(z)&\sim\frac{e^{\zeta}}{\sqrt\pi\,z^{1/4}}\left(1+\frac{5}{72\zeta}+\frac{385}{10368\zeta^2}+\dots\right).
\end{align}
In the product the first-order terms cancel. The second-order coefficient is $2(385/10368)-(5/72)^2=5/72$, and $\zeta^2=4z^3/9$, so
\begin{equation}
\mathrm{Ai}\,\mathrm{Bi}\sim\frac{1}{2\pi\sqrt z}\left(1+\frac{5}{32z^3}+\dots\right).
\end{equation}

\subsection*{Real and imaginary parts}

Write $E=-K^2/2$. Then $\sqrt z=K/(2f)^{1/3}$, $z^3=K^6/(4f^2)$ and $\zeta=K^3/(3f)$. Dividing Eq.~\eqref{eq:res} by $(2f)^{1/3}$ gives $R(K)+iI(K)=1$ with
\begin{align}
R(K)&=\frac1K\left(1+\frac{5f^2}{8K^6}+O(f^4)\right),\\
I(K)&=\frac{1}{2K}\,e^{-2K^3/(3f)}A,\\
A&=\left(1-\frac{5f}{24K^3}+\frac{385f^2}{1152K^6}-\dots\right)^2 .
\end{align}
Both functions are real for real $K$, and $I$ is exponentially small. Put $K=k+i\delta$ with small real $\delta$. To first order in the exponentially small quantities, the real part is $R(k)=1$, so
\begin{equation}
k=1+\frac{5f^2}{8}+O(f^4),\qquad E_r=-\frac12-\frac{5f^2}{8}+O(f^4).
\end{equation}
The level is pushed down, as second-order perturbation theory requires of a ground state. At $f=0.005$ the numerical root gives $-(E_r+\frac12)/f^2=0.62517$, against $5/8=0.625$.

The imaginary part is $\delta R'(k)+I(k)=0$. Differentiating,
\begin{equation}
-R'(k)=\frac{1}{k^2}\left(1+\frac{35f^2}{8k^6}+\dots\right).
\end{equation}
From $E=-(k+i\delta)^2/2$ we have $\mathrm{Im}\,E=-k\delta$, hence $\Gamma=2k\delta=2kI/(-R')$, or
\begin{equation}
\Gamma=e^{-2k^3/(3f)}\;A\;\frac{k^2}{1+35f^2/(8k^6)} ,
\label{eq:three}
\end{equation}
with relative corrections of order $f^4$ in the last factor. As $f\to0$ the limiting form is $e^{-2/(3f)}$ with prefactor one, which confirms $\Gamma_0$.

\subsection*{The first two corrections}

Since $k^3=1+15f^2/8+O(f^4)$, the exponent is $-2/(3f)-5f/4+O(f^3)$. The three factors, each to second order, are
\begin{align}
e^{-2k^3/(3f)}/\Gamma_0&=1-\tfrac54f+\tfrac{25}{32}f^2,\\
A&=1-\tfrac{5}{12}f+\tfrac{205}{288}f^2,\\
\frac{k^2}{1+35f^2/(8k^6)}&=1+\tfrac54f^2-\tfrac{35}{8}f^2=1-\tfrac{25}{8}f^2 .
\end{align}
The first-order terms add to $-\frac54-\frac5{12}=-\frac53$. The second-order terms, including the cross term $\frac54\cdot\frac5{12}=\frac{25}{48}$, add to
\begin{equation}
\frac{225+205+150-900}{288}=-\frac{10}{9}.
\end{equation}
Therefore
\begin{equation}
\frac{\Gamma}{\Gamma_0}=1-\frac53f-\frac{10}{9}f^2+O(f^3).
\label{eq:series}
\end{equation}
Three quarters of the first-order error come from the Stark deepening of the level, which makes the barrier higher and longer. The rest is the correction to the leading exponential form of $\mathrm{Ai}^2$. At $f=0.005$ the two slopes, evaluated separately from the numerical root, are $-1.2465$ and $-0.4131$, close to $-5/4$ and $-5/12$. When $f$ is doubled from $0.005$ to $0.01$, the difference between the numerical ratio and Eq.~\eqref{eq:series} grows by a factor 8.18, as expected of a remainder led by $f^3$.

\section{The ten-percent force}

The condition $\Gamma_0/\Gamma=1.1$ means $1-\Gamma/\Gamma_0=1/11$. Equation~\eqref{eq:series} gives
\begin{align}
\text{one term:}\quad& \tfrac53f=\tfrac1{11}\ \Rightarrow\ f=\tfrac{3}{55}=0.0545,\\
\text{two terms:}\quad& \tfrac{10}{9}f^2+\tfrac53f=\tfrac1{11}\ \Rightarrow\ f=0.0527 .
\end{align}
The complex root of Eq.~\eqref{eq:res} gives
\begin{equation}
f_{10}=0.05136 .
\end{equation}
The error rises steadily over sixteen forces sampled from $f=0.005$ to $0.15$, and Eq.~\eqref{eq:series} makes it small below that range. This supports reading $f_{10}$ as the first crossing.

In ordinary units
\begin{equation}
F_{10}=2f_{10}E_0\kappa=0.05136\times0.842\ \text{eV/\AA}=0.0432\ \text{eV/\AA},
\end{equation}
which corresponds to an electric field of 4.32 MV/cm. The scaling estimate of 0.08 eV/\AA{} was too large by about a factor of two. It had the right dependence on $f$, $m$ and $E_0$, but the true coefficient is $5/3$ instead of one, and the higher terms lower the threshold a little more.

At $f_{10}$ the exponent of $\Gamma_0$ is $2/(3f_{10})=13.0$. Within this model, a trap of any depth and mass therefore reaches ten percent error when its weak-field exponent has fallen to 13.

The separate factors at $f_{10}$ are 0.9357 from the Stark shift, 0.9803 from $A$ and 0.9911 from the rest. Their product is $0.909=1/1.1$. The Stark shift is only 0.005 eV, from $-1.500$ to $-1.505$ eV, but the long barrier turns it into a six-percent loss of width.

The width is $\Gamma=2.098\times10^{-6}\times3.0\ \text{eV}=6.29\times10^{-6}$ eV, against $\Gamma_0=6.92\times10^{-6}$ eV. The lifetime $\hbar/\Gamma$ is $1.05\times10^{-10}$ s.

The same width follows without Airy functions. Under the rotation $x\to xe^{i\theta}$ with $0<\theta<\pi/3$, the outgoing wave becomes a decaying one while the left tail still decays, and the resonance is an ordinary eigenvalue of a complex matrix. With $\theta=0.5$, elements 8 \AA{} long from $-112$ to 200 \AA{} and polynomials of order 14, the width is $6.29447\times10^{-6}$ eV, equal to the Airy result in all these digits. Changing to $\theta=0.4$ and order 16 moves it by less than $10^{-13}$ eV.

Other forces on the same trap give:
\begin{center}
\begin{tabular}{cccc}
$F$ (eV/\AA) & $\Gamma$ (eV) & $\Gamma_0$ (eV) & error (\%)\\
0.02 & $1.87\times10^{-12}$ & $1.95\times10^{-12}$ & 4.2\\
0.04 & $2.22\times10^{-6}$ & $2.42\times10^{-6}$ & 9.1\\
0.06 & $2.26\times10^{-4}$ & $2.60\times10^{-4}$ & 15.3
\end{tabular}
\end{center}
The width rises by eight orders of magnitude while the error grows less than fourfold. A ten-percent error in rate is also a small error in force. From $d\ln\Gamma_0/d\ln F=2/(3f)=13.0$, it corresponds to $\ln(1.1)/13.0$, or 0.7 percent in $F$.

\section{A strong-force case}

At $f=0.2$ the barrier is only $1/(2f)=2.5$ decay lengths long. The pole gives $\Gamma=0.0235$ in scaled units, whereas $\Gamma_0=0.0357$ is 52 percent too large. The ratio $\Gamma/\Gamma_0$ is 0.658. One correction term predicts 0.667 and two predict 0.622, so here the second term makes the series worse. Equation~\eqref{eq:series} is a small-$f$ expansion, and Eq.~\eqref{eq:res} should be solved directly in this range.

Does the pole still give the rate of escape? The field-free state was propagated in time after the force $f=0.2$ was switched on suddenly, on a grid from $x=-25$ to 300. A straight-line fit to the logarithm of the survival probability for $15<t<50$ gives a rate 0.0236 with grid spacing and time step 0.05, within half a percent of the pole. The last digit carries discretization error, and a finer discretization gives 0.0235. The agreement also depends on the window: a fit over $15<t<30$ lies about one percent above the pole. The mean decay rate in that window is thus close to that of the pole. The fitted slope does not test how straight the line is, so ripples left by the sudden switching are not excluded. It also says nothing about very short or very long times, when contributions other than the pole can matter.

\section{Three dimensions}

A real trap also emits electrons with transverse momentum. Take a zero-range trap in three dimensions, with $\psi=e^{-r}/(\sqrt{2\pi}\,r)$ in scaled units. Because $(\nabla^2-1)(e^{-r}/r)=-4\pi\delta^3(\mathbf r)$, its transverse Fourier component at momentum $p$ is
\begin{equation}
\frac{1}{\sqrt{2\pi}}\,\frac{2\pi}{q}\,e^{-q|x|},\qquad q=\sqrt{1+p^2}.
\end{equation}
In one dimension the normalized tail $\sqrt q\,e^{-qx}$ gives the leading width $q^2e^{-2q^3/(3f)}$. A tail $ae^{-qx}$ thus contributes $|a|^2q\,e^{-2q^3/(3f)}$. Summing over $d^2p/(2\pi)^2$, with $p\,dp=q\,dq$,
\begin{equation}
\Gamma_{3D}\approx\int_0^\infty\frac{p\,dp}{q}\,e^{-2q^3/(3f)}=\int_1^\infty e^{-2q^3/(3f)}dq\approx\frac f2\,\Gamma_0 .
\end{equation}
The last step uses $q^3-1\approx3(q-1)$. At $f_{10}$ the integral is $0.0245\,\Gamma_0$. The exponential survives, but the one-dimensional prefactor is about forty times too large for such a trap.

\section{Beside a real oxide}

The depth and mass are rough values in the regime of electron traps in hafnium-oxide gate films. The ten-percent field is 0.86 of a rough breakdown field of 5 MV/cm, and the tunnel exit lies $E_0/F_{10}=35$ \AA{} from the trap, so the film must extend well beyond that distance on the exit side for the unbounded ramp of the model to apply. Several assumptions fail in such a film by far more than ten percent. If the emptied trap is positively charged, its Coulomb tail, screened by a rough permittivity of 4.5, lowers the barrier. The tunnelling exponent alone suggests a factor of about fifty, but this overstates the change in width. It ignores how the tail reshapes the bound state near the trap, and it takes the tail as unsoftened there. When the tail, softened within 1 to 3 \AA{} of the trap, is added to the one-dimensional well and the depth is held at 1.5 eV, the resonance width rises only about six- to tenfold, depending on the form of the softening. A nonparabolic band with a 5.5 eV gap raises the rate threefold, and a ten-percent larger mass nearly halves it. Lattice relaxation, crudely treated as 0.5 eV of extra depth, lowers it about a thousandfold. The last three factors, like the fifty, are estimates from the tunnelling exponent alone, at fixed field. For the bare 1.5 eV well, raising the electron in energy before it tunnels gains at most $2\kappa/F_{10}=13$ per eV in the exponent and costs $1/k_BT=39$ per eV at 300 K, so it does not pay below roughly 900 K. This comparison assumes a rigid trap. If the level is coupled linearly to a classical lattice with relaxation energy $\lambda$, shifting it by $\epsilon$ costs only $\epsilon^2/4\lambda$, which is small for small shifts. Thermal lattice motion can then raise the rate noticeably even at room temperature, so the thousandfold reduction above applies to a lattice at rest. The threshold 4.3 MV/cm thus marks the accuracy of Eq.~\eqref{eq:weak} within the delta-well model. It is not an error bar on the emission rate of a real trap. The values used here, apart from those for the softened tail, are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Stark coefficient at f=0.005 (scaled): 0.62517
Stark part of first-order slope: -1.2465
Airy part of first-order slope: -0.4131
Remainder growth on doubling f: 8.184
Ten-percent scaled force f10: 0.051364
One-term estimate of f10: 0.054545
Two-term estimate of f10: 0.052694
Scaled Re E at f10: -0.50170576
Scaled Gamma at f10: 2.098157e-06
Scaled Gamma from flux/norm: 2.098157e-06
Gamma/Gamma0 at f10: 0.909091
  Stark factor: 0.935687
  Airy factor: 0.980326
  remaining factor: 0.991075
Time test, scaled force: 0.20
  Gamma from pole (scaled): 0.02349
  Gamma from decay (scaled): 0.02357
  weak-field Gamma (scaled): 0.03567
Trap depth, rough: 1.50 eV
Tunnelling mass, rough: 0.20 electron masses
Decay constant kappa: 0.28061 1/angstrom
Force unit 2*E0*kappa: 0.84182 eV/angstrom
Ten-percent field: 0.04324 eV/angstrom
Ten-percent field, converted: 4.324 MV/cm
Level at that field: -1.505117 eV
Width at that field: 6.29447e-06 eV
Width, rotated grid A: 6.29447e-06 eV
Width shift, grid B minus A: -6.6e-14 eV
Weak-field width there: 6.92392e-06 eV
Lifetime there: 1.0457e-10 s
Tunnel exit distance E0/F: 34.69 angstrom
Table: F (eV/angstrom), f, Gamma (eV), Gamma0 (eV), error (%)
  0.02 0.02376 1.8732e-12 1.9521e-12 4.21
  0.03 0.03564 2.1142e-08 2.2527e-08 6.55
  0.04 0.04752 2.2179e-06 2.4200e-06 9.11
  0.05 0.05939 3.5755e-05 4.0038e-05 11.98
  0.06 0.07127 2.2556e-04 2.5996e-04 15.25
Neglected effects at the ten-percent field (rate factors):
  three-dimensional emission: 0.0245
  Coulomb tail, permittivity 4.5: 52.9
  nonparabolic band, gap 5.5 eV: 3.07
  mass larger by ten percent: 0.531
  depth raised by 0.5 eV: 9.09e-04
Exponent slope with depth: 12.98 1/eV
1/(kB T) at 300 K: 38.68 1/eV
Thermal activation helps above: 894 K
Rough breakdown field taken: 0.050 eV/angstrom
Ten-percent field / breakdown field: 0.86
\end{verbatim}
